# Ion-Driven Atomic Displacement and the 45-Degree Ripple Threshold: verification in Python

```python
"""
Result under test: ions arriving at angle theta from the mean surface normal
each move N atoms (volume Omega) by a fixed length d along the beam, and the
solid relaxes to constant density along the local surface normal. Then
    h_t = C [cos(2 theta) h_xx + cos(theta)^2 h_yy],   C = J Omega N d,
h = height, x = direction of the projected beam, J = ion flux per area
normal to the beam. Positive coefficients smooth; the x one reverses at 45 deg.
Independent road: points of a rippled surface are really displaced, returned
to the surface, and the moved volume is projected on the ripple.
Lengths in nm, times in s, unless a name says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar


def jump_coefficient(theta, azimuth=0.0, k=1.0, amplitude=1e-3, jump=1e-3,
                     power=0.0, local_normal=True):
    """Smoothing coefficient / C from explicit displacement of surface points.

    azimuth: angle between ripple wavevector and x; power: N d ~ cos^power
    of the local incidence angle; local_normal False: relax along mean normal.
    """
    start = np.arange(400) * 2 * np.pi / (400 * k)
    slope = -amplitude * k * np.sin(k * start)
    root_g = np.sqrt(1 + slope**2)
    beam_along = np.sin(theta) * np.cos(azimuth)
    ions = np.cos(theta) + slope * beam_along
    local_cos = ions / root_g
    if local_normal:
        dir_along, dir_up = -slope / root_g, 1 / root_g
    else:
        dir_along, dir_up = np.zeros_like(start), np.ones_like(start)
    moved = start + jump * beam_along
    height = amplitude * np.cos(k * start) - jump * np.cos(theta)
    t = jump * local_cos
    for _ in range(12):
        pos = moved + t * dir_along
        gap = height + t * dir_up - amplitude * np.cos(k * pos)
        t = t - gap / (dir_up + amplitude * k * np.sin(k * pos) * dir_along)
    landing = moved + t * dir_along
    change = np.cos(k * landing) - np.cos(k * start)
    growth = 2 * np.mean(ions * local_cos**power * change) / (amplitude * jump)
    return -growth / k**2


# Linear coefficients, for wavevectors along, across and oblique to the beam
worst = 0.0
for degrees in (0, 20, 40, 45, 60, 75):
    th = np.radians(degrees)
    for az in (0.0, 0.6, np.pi / 2):
        formula = np.cos(th)**2 - np.sin(th)**2 * np.cos(az)**2
        worst = max(worst, abs(jump_coefficient(th, az) - formula))
    assert abs(jump_coefficient(th) - np.cos(2 * th)) < 2e-5
    assert abs(jump_coefficient(th, np.pi / 2) - np.cos(th)**2) < 2e-5
assert worst < 2e-5  # remainder is of second order in slope and jump length

# Relaxation along the mean normal leaves only the flux contribution
for degrees in (25, 60):
    th = np.radians(degrees)
    mean_x = jump_coefficient(th, local_normal=False)
    mean_y = jump_coefficient(th, np.pi / 2, local_normal=False)
    assert abs(mean_x + np.sin(th)**2) < 2e-5 and abs(mean_y) < 2e-5

# Finite slopes: current proportional to sin(2(theta - tilt))/2
th = np.radians(30)
steep = 0.5
phase = np.arange(2000) * 2 * np.pi / 2000
tilt = np.arctan(-steep * np.sin(phase))
current = 0.5 * np.sin(2 * (th - tilt))
steep_formula = 2 * np.mean(current * np.sin(phase)) / steep
steep_jump = jump_coefficient(th, amplitude=steep, jump=1e-4)
assert abs(steep_jump - steep_formula) < 5e-4  # first order in jump length
assert abs(steep_formula - np.cos(2 * th)) > 5e-3  # slope effect is resolved

# Threshold angles found from the displaced points
threshold = np.degrees(brentq(jump_coefficient, 0.6, 1.0))
assert abs(threshold - 45) < 1e-3
power = 0.2
threshold_power = np.degrees(
    brentq(lambda t: jump_coefficient(t, power=power), 0.5, 1.0))
assert abs(threshold_power - np.degrees(np.arctan((1 + power)**-0.5))) < 1e-3
for degrees in (25, 60):
    th = np.radians(degrees)
    c, s = np.cos(th), np.sin(th)
    form_x = c**power * (c**2 - (1 + power) * s**2)
    assert abs(jump_coefficient(th, power=power) - form_x) < 2e-5
    across = jump_coefficient(th, np.pi / 2, power=power)
    assert abs(across - c**(2 + power)) < 2e-5

# Worked example: rough round values, argon of about 500 eV on silicon
current_uA_cm2 = 100.0
theta_deg = 60.0
atom_volume = 0.02
atoms_moved = 40.0
jump_length = 0.3
relax_B = 10.0
energy_depth = 2.0
energy_width = 1.0
yield_normal = 0.5
temperature = 300.0
barrier_eV = 1.0
diffusion_prefactor_cm2 = 1e-3

theta = np.radians(theta_deg)
flux_cm2 = current_uA_cm2 * 1e-6 / constants.e
flux = flux_cm2 * 1e-14
C = flux * atom_volume * atoms_moved * jump_length
S_x = C * np.cos(2 * theta)
S_y = C * np.cos(theta)**2


def growth_rate(k, coefficient):
    return -coefficient * k**2 - relax_B * k**4


k_best = np.sqrt(-S_x / (2 * relax_B))
rate_best = S_x**2 / (4 * relax_B)
search = minimize_scalar(lambda k: -growth_rate(k, S_x), bounds=(0.01, 1.0),
                         method="bounded", options={"xatol": 1e-9})
assert abs(search.x / k_best - 1) < 1e-5
assert abs(-search.fun / rate_best - 1) < 1e-8
wavelength = 2 * np.pi / k_best
growth_time = 1 / rate_best
fluence = flux_cm2 * np.cos(theta) * growth_time  # per area of surface


# Erosion: isotropic Gaussian energy deposition centred energy_depth down beam
def erosion_integral(th, curv_x=0.0, curv_y=0.0):
    grid = np.linspace(-8, 8, 241) * energy_width
    x = (grid - energy_depth * np.sin(th))[:, None]
    y = grid[None, :]
    h = 0.5 * (curv_x * x**2 + curv_y * y**2)
    dist2 = ((x + energy_depth * np.sin(th))**2 + y**2
             + (h - energy_depth * np.cos(th))**2)
    ions = np.cos(th) + curv_x * x * np.sin(th)
    return np.sum(ions * np.exp(-dist2 / (2 * energy_width**2)))


def erosion_speed(th):
    gain = np.exp((energy_depth * np.sin(th) / energy_width)**2 / 2)
    return flux * atom_volume * yield_normal * np.cos(th) * gain


def erosion_coefficients(th):
    a, w, s, c = energy_depth, energy_width, np.sin(th), np.cos(th)
    along = -a * s**2 / c + a * c * (w**2 + a**2 * s**2) / (2 * w**2)
    return -erosion_speed(th) * along, -erosion_speed(th) * a * c / 2


scale = flux * atom_volume * yield_normal / erosion_integral(0.0)
step = 1e-4
for degrees in (0, 30, 45, 60):
    th = np.radians(degrees)
    assert abs(scale * erosion_integral(th) / erosion_speed(th) - 1) < 1e-8
    num_x = -scale * (erosion_integral(th, step)
                      - erosion_integral(th, -step)) / (2 * step)
    num_y = -scale * (erosion_integral(th, 0.0, step)
                      - erosion_integral(th, 0.0, -step)) / (2 * step)
    er_x, er_y = erosion_coefficients(th)
    assert abs(num_x - er_x) < 1e-5 and abs(num_y - er_y) < 1e-5

E_x, E_y = erosion_coefficients(theta)
threshold_erosion = np.degrees(brentq(
    lambda t: C * np.cos(2 * t) + erosion_coefficients(t)[0], 0.5, 1.04))
assert S_x + E_x < 0 < S_y + E_y
wavelength_erosion = 2 * np.pi * np.sqrt(2 * relax_B / -(S_x + E_x))

# Finite jump length, and cascade offset and spread, at the chosen wavelength
finite_jump = jump_coefficient(theta, k=k_best, amplitude=1e-3,
                               jump=jump_length) / np.cos(2 * theta)
offset = energy_depth * np.sin(theta)
cascade = np.cos(k_best * offset) * np.exp(-(k_best * energy_width)**2 / 2)
u = np.linspace(-10, 10, 2001) * energy_width + offset
weight = np.exp(-(u - offset)**2 / (2 * energy_width**2))
cascade_sum = np.sum(weight * np.cos(k_best * u)) / np.sum(weight)
assert abs(cascade - cascade_sum) < 1e-10

# Shadowing: the coordinate across the beam stops increasing along the surface
shadow_amplitude = 1 / (k_best * np.tan(theta))
xs = np.linspace(0, wavelength, 20001)
for factor, lit in ((0.99, True), (1.01, False)):
    ripple = factor * shadow_amplitude * np.cos(k_best * xs)
    across_beam = xs * np.cos(theta) + ripple * np.sin(theta)
    assert (np.min(np.diff(across_beam)) > 0) == lit
start_amplitude = 0.1
shadow_time = growth_time * np.log(shadow_amplitude / start_amplitude)

implant_ratio = energy_depth / (atoms_moved * jump_length)
kT_eV = constants.k * temperature / constants.e
diffusivity = diffusion_prefactor_cm2 * 1e14 * np.exp(-barrier_eV / kT_eV)
diffusion_length = np.sqrt(diffusivity * growth_time)

print("TESTS")
print(f"largest error of linear coefficients / C: {worst:.1e}")
print(f"finite slope 0.5, 30 deg: jumps {steep_jump:.4f}, "
      f"formula {steep_formula:.4f}")
print(f"threshold from displaced points: {threshold:.3f} deg")
print("angle (deg), parallel/C by jumps, cos 2theta, "
      "perpendicular/C by jumps, cos^2 theta")
for degrees in (0, 30, 45, 60, 75):
    th = np.radians(degrees)
    print(f"{degrees:3d} {jump_coefficient(th):9.4f} {np.cos(2*th):9.4f} "
          f"{jump_coefficient(th, np.pi/2):9.4f} {np.cos(th)**2:9.4f}")
print(f"mean-normal relaxation, 60 deg: parallel/C {mean_x:.4f}, "
      f"perpendicular/C {abs(mean_y):.4f}")
print("EXAMPLE INPUTS (rough, round)")
print(f"beam current density: {current_uA_cm2:.0f} uA/cm2")
print(f"incidence angle: {theta_deg:.0f} deg")
print(f"atomic volume: {atom_volume:.3f} nm3")
print(f"atoms moved per ion: {atoms_moved:.0f}")
print(f"displacement length: {jump_length:.2f} nm")
print(f"relaxation coefficient B: {relax_B:.1f} nm4/s")
print("EXAMPLE RESULTS")
print(f"ion flux: {flux_cm2:.3e} /(cm2 s) = {flux:.3f} /(nm2 s)")
print(f"C: {C:.3f} nm2/s")
print(f"parallel coefficient: {S_x:.3f} nm2/s")
print(f"perpendicular coefficient: {S_y:.3f} nm2/s")
print(f"fastest wavenumber: {k_best:.4f} /nm")
print(f"ripple wavelength: {wavelength:.1f} nm")
print(f"amplitude growth rate: {rate_best:.5f} /s")
print(f"e-folding time: {growth_time:.1f} s")
print(f"fluence on surface per e-folding: {fluence:.2e} /cm2")
print("NEGLECTED EFFECTS")
print(f"energy depth, width: {energy_depth:.1f}, {energy_width:.1f} nm")
print(f"assumed sputter yield at normal incidence: {yield_normal:.2f}")
print(f"erosion speed at 60 deg: {erosion_speed(theta):.3f} nm/s")
print(f"erosion coefficients: parallel {E_x:.3f}, "
      f"perpendicular {E_y:.3f} nm2/s")
print(f"threshold with erosion: {threshold_erosion:.2f} deg")
print(f"wavelength with erosion: {wavelength_erosion:.1f} nm")
print(f"threshold if N d ~ cos^{power:.1f}: {threshold_power:.2f} deg")
print(f"finite-jump factor on parallel coefficient: {finite_jump:.4f}")
print(f"cascade offset-and-spread factor: {cascade:.3f}")
print(f"implanted-ion share of N d, upper bound: {implant_ratio:.3f}")
print(f"amplitude at onset of shadowing: {shadow_amplitude:.2f} nm")
print(f"time to shadowing from {start_amplitude:.1f} nm: "
      f"{shadow_time:.0f} s")
print(f"assumed diffusion barrier, prefactor: {barrier_eV:.1f} eV, "
      f"{diffusion_prefactor_cm2:.0e} cm2/s")
print(f"thermal diffusion length per e-folding at {temperature:.0f} K: "
      f"{diffusion_length:.4f} nm")
print("finished without a failed check")
```

Running it gives:

```
TESTS
largest error of linear coefficients / C: 7.6e-07
finite slope 0.5, 30 deg: jumps 0.4223, formula 0.4223
threshold from displaced points: 45.000 deg
angle (deg), parallel/C by jumps, cos 2theta, perpendicular/C by jumps, cos^2 theta
  0    1.0000    1.0000    1.0000    1.0000
 30    0.5000    0.5000    0.7500    0.7500
 45   -0.0000    0.0000    0.5000    0.5000
 60   -0.5000   -0.5000    0.2500    0.2500
 75   -0.8660   -0.8660    0.0670    0.0670
mean-normal relaxation, 60 deg: parallel/C -0.7500, perpendicular/C 0.0000
EXAMPLE INPUTS (rough, round)
beam current density: 100 uA/cm2
incidence angle: 60 deg
atomic volume: 0.020 nm3
atoms moved per ion: 40
displacement length: 0.30 nm
relaxation coefficient B: 10.0 nm4/s
EXAMPLE RESULTS
ion flux: 6.242e+14 /(cm2 s) = 6.242 /(nm2 s)
C: 1.498 nm2/s
parallel coefficient: -0.749 nm2/s
perpendicular coefficient: 0.374 nm2/s
fastest wavenumber: 0.1935 /nm
ripple wavelength: 32.5 nm
amplitude growth rate: 0.01402 /s
e-folding time: 71.3 s
fluence on surface per e-folding: 2.23e+16 /cm2
NEGLECTED EFFECTS
energy depth, width: 2.0, 1.0 nm
assumed sputter yield at normal incidence: 0.50
erosion speed at 60 deg: 0.140 nm/s
erosion coefficients: parallel 0.140, perpendicular -0.070 nm2/s
threshold with erosion: 43.20 deg
wavelength with erosion: 36.0 nm
threshold if N d ~ cos^0.2: 42.39 deg
finite-jump factor on parallel coefficient: 1.0000
cascade offset-and-spread factor: 0.927
implanted-ion share of N d, upper bound: 0.167
amplitude at onset of shadowing: 2.98 nm
time to shadowing from 0.1 nm: 242 s
assumed diffusion barrier, prefactor: 1.0 eV, 1e-03 cm2/s
thermal diffusion length per e-folding at 300 K: 0.0106 nm
finished without a failed check
```
